# How Flat, Coherent Free-Standing Layers Share Their Misfit Strain, part 2

A free-standing membrane consists of coherent crystal layers with different relaxed lattices. The problem is how the layers divide the misfit when nothing pulls on the rim or presses on the faces. Elasticity is linear, and surface stress has been left out so far. The formulas hold in any consistent set of units. Numbers are in nm, GPa and eV/nm$^2$, and 1 GPa nm is 1 N/m.

The cube axes lie along $x$, $y$ and the surface normal $z$. Layer $i$ has relaxed in-plane lattice parameter $a_i$, relaxed thickness $h_i$, biaxial modulus $M_i$ and stiffness $k_i=M_ih_i$, and $K$ is the sum of all $k_i$. Its elastic strain $\varepsilon_i$, measured from its own relaxed state, is positive in tension. Its force per width is $k_i\varepsilon_i$ and its energy per area $k_i\varepsilon_i^2$. For equal in-plane strains $\varepsilon$ and no normal stress, the elastic constants $C_{11}$ and $C_{12}$ give

$$\sigma_{xx}=M\varepsilon,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

For two materials with misfit $f=(a_2-a_1)/a_1$, balance of forces in a flat membrane gives, to first order in $f$,

$$\varepsilon_1=f\frac{k_2}{K},\qquad \varepsilon_2=-f\frac{k_1}{K},\qquad F=f\frac{k_1k_2}{K},\qquad \frac UA=f^2\frac{k_1k_2}{K},$$

where $F$ is the magnitude of the force per width in each material and $U/A$ the energy per area. This is the inverse rule: the strains are in magnitude inverse to $Mh$. At finite misfit, $\varepsilon_2$ gains the factor $1/(1+f)$, and the common lattice parameter is

$$a=\frac{k_1a_1+k_2a_2}{K}.$$

With three or more different lattices the inverse rule fails, and each layer is strained by its distance from the mean weighted by $k$.

The example is a trilayer of 3 nm MgO, 2 nm FeO and 3 nm MgO. MgO is material 1, with $h_1=6$ nm in total, and FeO is material 2. The rough inputs are $a_1=0.42$ nm and $a_2=0.43$ nm, with $C_{11}=300$ and $C_{12}=95$ GPa for MgO, 220 and 120 GPa for FeO. They give $f=0.0238$, $M_1=334.8$ GPa, $M_2=209.1$ GPa, $k_1=2009$ N/m, $k_2=418$ N/m and $K=2427$ N/m. The strains are 0.0041 in MgO and $-0.0197$ in FeO, and $F=8.2$ N/m.

### What keeps a membrane flat

Force balance was applied to a membrane assumed flat. Whether it stays flat is decided by moments. The moment per width about the mid-plane $z=z_c$ is

$$\int \sigma(z)\,(z-z_c)\,dz .$$

If the membrane is its own mirror image about the mid-plane, $\sigma(z)$ is even in $z-z_c$, the integrand is odd, and the moment vanishes. The MgO/FeO/MgO membrane with equal outer layers is such a case.

One layer of the membrane is compressed, so buckling has to be considered. Let the membrane take a gentle deflection $w(x)$, with a wavelength long compared with the thickness. The slope lengthens every layer by the strain $\tfrac12(dw/dx)^2$. To first order in this added strain the energy per area changes by

$$\sum_ik_i\varepsilon_i\cdot\tfrac12\left(\frac{dw}{dx}\right)^2=0,$$

since the net force is zero. The bending energy is positive, so a long-wave deflection costs energy and the flat state is stable against it.

In a bilayer the two forces $F$ act in the mid-planes of the layers, a distance $(h_1+h_2)/2$ apart. A flat bilayer needs an outside couple per width

$$F\,\frac{h_1+h_2}{2}=8.24\ \text{N/m}\times4\ \text{nm}=33\ \text{nN}$$

for 6 nm of MgO under 2 nm of FeO. If nothing supplies this couple, the bilayer bends.

### The released bilayer

Let material 1 fill $0<z<h_1$ and material 2 lie above it, with $H=h_1+h_2$. A bent bilayer with the same small curvature $\kappa$ in both in-plane directions has the strain $e_0+\kappa z$, measured from the relaxed lattice of material 1. Positive $\kappa$ means that the upper side is longer. The mean elastic strains of the layers, denoted $s_1$ and $s_2$, are the values at their mid-planes:

$$s_1=e_0+\kappa\frac{h_1}{2},\qquad s_2=e_0+\kappa\left(h_1+\frac{h_2}{2}\right)-f .$$

Subtracting removes $e_0$:

$$s_1-s_2=f-\kappa\frac H2 .$$

The modulus is uniform inside each layer, so the force in layer $i$ is $k_is_i$, and $k_1s_1+k_2s_2=0$ as before. Hence

$$s_1=\left(f-\frac{\kappa H}{2}\right)\frac{k_2}{K},\qquad s_2=-\left(f-\frac{\kappa H}{2}\right)\frac{k_1}{K}.$$

The ratio of the mean strains is still inverse to $Mh$. Bending reduces the misfit that is left to share.

The curvature follows from the energy. In layer $i$ the strain is $s_i$ plus $\kappa$ times the distance $\zeta$ from the mid-plane. The cross term integrates to zero, and $\int\zeta^2d\zeta=h_i^3/12$ over the layer, so its energy per area is $k_is_i^2+M_ih_i^3\kappa^2/12$. The terms in $s_i$ add up as in the flat case, with $f$ replaced by $f-\kappa H/2$:

$$\frac UA=\frac{k_1k_2}{K}\left(f-\frac{\kappa H}{2}\right)^2+\frac{S}{12}\kappa^2,\qquad S=M_1h_1^3+M_2h_2^3 .$$

Setting the derivative with respect to $\kappa$ to zero gives

$$\frac{k_1k_2}{K}\left(f-\frac{\kappa H}{2}\right)\frac H2=\frac{S}{12}\,\kappa .$$

This is the balance of moments: on the left the couple of the two opposed forces, on the right the resistance of the layers to bending. Multiplying by $12K$ and collecting $\kappa$,

$$\kappa=\frac{6f\,k_1k_2H}{KS+3k_1k_2H^2}.$$

The misfit left to share is

$$f-\frac{\kappa H}{2}=f\,\varphi,\qquad \varphi=\frac{KS}{KS+3k_1k_2H^2}.$$

The energy at the minimum is reduced by the same factor. To see this, write the moment balance as $S\kappa^2/12=(k_1k_2/K)\,f\varphi\,(\kappa H/2)$ and use $\kappa H/2=f(1-\varphi)$. The sum is

$$\frac UA=\frac{k_1k_2}{K}f^2\left[\varphi^2+\varphi(1-\varphi)\right]=\varphi f^2\frac{k_1k_2}{K}.$$

Two limits check the formula. For a very thin layer 2, $K\to k_1$, $S\to M_1h_1^3$ and $H\to h_1$, so $\varphi\to1$ and $\kappa\to6fM_2h_2/(M_1h_1^2)$. The curvature vanishes with the film thickness, and the film keeps the whole misfit. For two layers of equal modulus $M$ and thickness $h$, $KS=4M^2h^4$ and $3k_1k_2H^2=12M^2h^4$, so $\varphi=1/4$. Three quarters of the misfit is taken up by bending.

For the 6/2 nm bilayer, $\kappa=0.0028$ nm$^{-1}$, a radius of 355 nm, with the FeO on the convex side. The misfit left to share is $0.0238-0.00282\times4=0.0125$, which is 53 percent of $f$. The mean strains are 0.0022 in MgO and $-0.0104$ in FeO, about half their values in the flat membrane with the same amounts of material. The MgO strain varies from $0.0022-0.0028\times3=-0.006$ at the free face to $0.011$ at the interface, so part of the MgO is compressed.

These numbers hold for a small piece. A flat disc of radius $r$ bent to a sphere of radius $R$ has too long a rim: $2\pi r$ against $2\pi R\sin(r/R)$, an excess of relative size $r^2/(6R^2)$ for $r\ll R$. At $r=100$ nm and $R=355$ nm this is 0.013, as large as the misfit left to share. A piece that wide cannot take this shape at the energy counted here. A plate estimate that keeps the curvature uniform and adds this stretching energy lowers the curvature by about 4 percent at $r=50$ nm, 11 percent at 70 nm and 26 percent at 100 nm. A much wider piece rolls towards a cylinder. Bent along a cube axis, the cylinder has a radius of about 280 nm, and the ratio of the mean strains is 0.25 along the bent direction and 0.19 along the straight one, no longer $k_2/k_1=0.21$.

### Free edges

The layer forces cannot reach the rim, because the stress on a free edge is zero. They build up over some distance through shear at the interfaces, and the strain approaches the common value gradually with distance from the edge.

A finite-element calculation measured this distance. It solved a section 80 nm long with free edges, assuming neither flatness nor uniform strain. The misfit acted within the plane of the section alone, so there was no elastic strain along $y$. The condition $\sigma_{zz}=C_{12}\varepsilon+C_{11}\varepsilon_{zz}=0$ then gives the modulus $C_{11}-C_{12}^2/C_{11}$ in place of $M$: 269.9 GPa for MgO and 154.5 GPa for FeO.

At the centre of the trilayer the rule predicts an MgO strain of 0.003816, and the calculation gives the same value to the digits shown, with no bending. For the bilayer it gives a curvature of 0.00270 nm$^{-1}$ against 0.00271 from the formula, and the layer-mean strains agree with the reduced-misfit expressions within 2 percent.

In the trilayer the mean FeO strain differs from its central value by more than 5 percent up to 5.5 nm from an edge, about 0.7 of the total thickness. The local strain in the MgO settles more slowly: it comes within 3 percent of the common value at every depth only about 11 nm from the edge. With the misfit acting in both in-plane directions the two distances are slightly longer, about 6 and 11.5 nm. A membrane much wider than these distances obeys the rule over most of its area.

### Effects left out

The sizes below rest on assumed round inputs and refer to the flat trilayer.

Surface stress adds a force $\tau$ per width on each face. The balance becomes $\sum_ik_i\varepsilon_i+2\tau=0$, which shifts the common strain by $-2\tau/K$. For $\tau=1$ N/m the shift is $-2/2427=-0.0008$. This is 20 percent of the MgO strain and 4 percent of the FeO strain. The difference $\varepsilon_1-\varepsilon_2=f$ is untouched, but the ratio of magnitudes falls from $k_2/k_1=0.21$ to $0.0033/0.0205=0.16$. The inverse rule therefore needs $2\tau$ to be small compared with $F$. The value 1 N/m is an illustration and not an upper bound. The MgO strain is $(fk_2-2\tau)/K$, which vanishes at $\tau=fk_2/2=5.0$ N/m. Rigid-ion pair potentials, a crude guide, put the surface stress of MgO(001) near 5 N/m, so the condition may not be met in a membrane this thin. The two inner interfaces can carry a stress of their own, of either sign. It would add to $2\tau$ in the balance and is not included in these numbers.

Elastic nonlinearity can be sized with $\sigma=M\varepsilon(1-q\varepsilon)$ and $q=5$ for both materials. At a strain of $-0.02$ the FeO is then about 10 percent stiffer than in the linear law. It pushes harder, and the MgO strain rises from 0.0041 to 0.0045.

Temperature changes the misfit if the materials expand differently. A difference of $2\times10^{-6}$ per K over 300 K changes $f$ by 0.0006, or 2.5 percent of its value.

### Is the membrane still coherent?

Misfit can also be relieved by a pair of opposite edge dislocations, one at each face of the FeO layer. Take a Burgers vector of length $b=a_2/\sqrt2=0.304$ nm, inclined at 45 degrees, with in-plane part $a_2/2=0.215$ nm. The layer force does work through this displacement. The gain per length of line is $F\,a_2/2=8.24\ \text{N/m}\times0.215\ \text{nm}$, which is 11 eV/nm.

The cost is the work of separating the pair. In an isotropic solid with shear modulus $\mu$ and Poisson ratio $\nu$, an edge dislocation makes a shear stress $\mu b/[2\pi(1-\nu)r]$ on its glide plane at distance $r$; this field is taken from isotropic elasticity. The force per length on the partner is $b$ times that stress. Integrating from $r=b$ to the final separation $\sqrt2\,h_2$ along the inclined plane gives

$$W=\frac{\mu b^2}{2\pi(1-\nu)}\ln\frac{\sqrt2\,h_2}{b}.$$

With $\mu=76$ GPa, the average of $(C_{11}-C_{12})/2$ over the two materials, and $\nu=0.25$, $W$ is 21 eV/nm. The gain is 0.53 of the cost, so by this estimate the first pair does not pay. The estimate is crude for a 2 nm layer. It omits the core energy, which would raise the cost, and the attraction of the lines to the free faces, which would lower it.

### The model beside real MgO and FeO

The lattice parameters and elastic constants are rough typical values for the two rock-salt oxides. The misfit is a small difference of two lattice parameters, so it is sensitive to the FeO lattice. Real FeO lacks some of its iron, and its lattice parameter depends on how much. A doubt of 0.002 nm changes $f$ by 0.0048, which is 20 percent of its value. The strains move by the same 20 percent, and the energy, which goes as $f^2$, by about 40 percent. The rounding of the MgO lattice matters too: 0.4212 nm in place of 0.42 nm lowers $f$ to 0.0209, by 12 percent. For the MgO strain, surface stress is at least as large an uncertainty. With either MgO value, this doubt in the FeO lattice and an assumed surface stress between 0 and 1 N/m, the FeO strain lies between about $-0.024$ and $-0.013$, and the MgO strain between about 0.002 and 0.005. These ranges do not bound the real membrane: a surface stress near 5 N/m would remove the MgO tension altogether. Their ratio does not depend on $f$ to first order, but the surface stress assumed above changes it by nearly a quarter.

For a flat, coherent membrane of two given materials, the strain in one of them is lowered by making it thicker or the other thinner. In a mirror-symmetric stack this works as long as the layers stay free of dislocations and $F$ remains large compared with the surface stress. The values used here are collected in the numerical output that follows.

## Calculated quantities

```
INPUTS (rough typical values)
MgO C11, C12, C44: 300, 95, 150 GPa
FeO C11, C12, C44: 220, 120, 45 GPa
lattice parameters MgO, FeO: 0.42, 0.43 nm
thickness MgO/FeO/MgO: 3/2/3 nm
FLAT TRILAYER
misfit f: 0.02381
biaxial modulus MgO, FeO: 334.8, 209.1 GPa
k = M*h, MgO total, FeO: 2009.0, 418.2 N/m
strain MgO, FeO: 0.00410, -0.01971
stress MgO, FeO: 1.37, -4.12 GPa
force per width in each material: 8.24 N/m
energy per area: 1.225 eV/nm^2
same energy converted: 0.1962 J/m^2
share of energy in FeO: 0.828
common lattice parameter: 0.42172 nm
finite-misfit strain MgO, FeO: 0.00410, -0.01925
THREE MATERIALS, equal k, free strains 0, 0.01, 0.02
strains: 0.0100, 0.0000, -0.0100
BILAYER MgO/FeO, same amounts
thickness: 6/2 nm
couple per width to hold it flat: 33.0 nN
curvature on release: 0.00282 1/nm
radius on release: 355 nm
misfit left to share: 0.01254
mean strain MgO: 0.00216
mean strain FeO: -0.01038
FINITE ELEMENTS, plane section, free edges
strip length, element side: 80, 0.5 nm
plane modulus MgO, FeO: 269.9, 154.5 GPa
trilayer MgO strain, found: 0.003816
trilayer MgO strain, rule: 0.003816
bilayer curvature, found: 0.002704 1/nm
bilayer curvature, formula: 0.002712 1/nm
edge zone (FeO mean strain off by >5%): 5.5 nm
NEGLECTED EFFECTS (assumed round inputs)
surface stress per face: 1.0 N/m
strain shift from it, all layers: -0.00082
softening coefficient: 5
MgO strain with softening: 0.00450
expansion gap: 2e-06 1/K over 300 K
misfit change from it: 0.00060
FeO lattice parameter doubt: 0.002 nm
misfit change from it: 0.00476
dislocation: Burgers length 0.304 nm
shear modulus 76.2 GPa, Poisson ratio 0.25
pair energy gain per length: 11.1 eV/nm
pair energy cost per length: 20.8 eV/nm
gain/cost: 0.53
```
